# Series Resistance Removed by a Barrier-Free Via Bottom

## Problem

A circular via connects a metal line to the wiring level above it. A conducting barrier film of thickness $t=2$ nm and resistivity $\rho_b=300\ \mu\Omega\,$cm covers the via bottom, so the current must cross it. The disc through which the current passes has diameter $d=20$ nm. In an area-selective process the barrier does not grow on the metal at the via bottom, and the via metal then touches the line directly.

1. How much series resistance did the barrier contribute?
2. By how much does the via resistance fall if the via depth is held fixed at $H=40$ nm, and metal of resistivity $\rho_m=10\ \mu\Omega\,$cm fills the space that the barrier occupied?
3. What changes if the barrier stays on the side walls, so that the etched hole and the metal plug have different diameters?

For the first two parts, take the via as a straight column with insulating sides and end faces that are equipotentials. Both materials obey the local Ohm's law, interfaces add no resistance, and whatever blocked the growth at the bottom has been fully removed.

## Estimate by scaling

The resistance of a film crossed by current is proportional to its resistivity and to the distance travelled, and inversely proportional to the area. The area scales as $d^2$, so

$$R_b\sim\frac{\rho_b t}{d^2}.$$

Nanometres are convenient here. Since $1\ \mu\Omega\,\mathrm{cm}=10^{-8}\ \Omega\,\mathrm{m}$ and $1\ \mathrm{m}=10^9$ nm, $1\ \mu\Omega\,$cm equals $10\ \Omega\,$nm. Hence $\rho_b=3000\ \Omega\,$nm, and

$$R_b\sim\frac{3000\times2}{20^2}\ \Omega=15\ \Omega .$$

Scaling fixes the powers of $\rho_b$, $t$ and $d$, but not the numerical factor in front.

## Exact solution

**The current is uniform.** Let $z$ point upward along the via axis, with the bottom face at potential $0$ and the top face at $V$. In a steady state, current conservation and Ohm's law require

$$\nabla\cdot\left(\frac{1}{\rho}\nabla\phi\right)=0 .$$

In the straight column $\rho$ depends on $z$ alone. Try a potential that also depends on $z$ alone. The equation then says that

$$J=\frac{1}{\rho(z)}\frac{d\phi}{dz}$$

is constant, where $J$ is the downward current density. No current crosses the sides, as required, and both end faces are equipotentials.

This solution is unique. The difference $u$ of two solutions vanishes on the end faces and carries no current through the sides. Multiplying its equation by $u$ and integrating by parts gives $\int|\nabla u|^2/\rho\;dV=0$, so $u$ is constant, and therefore zero.

**Barrier resistance.** With $A=\pi d^2/4$, the total current is $I=JA$. The voltage across the barrier is

$$V_b=\int_0^t\rho_b J\,dz=\rho_b tJ=\frac{\rho_b t}{A}I .$$

Dividing by $I$ gives

$$R_b=\frac{\rho_b t}{A}=\frac{4\rho_b t}{\pi d^2}.$$

For the given numbers $A=\pi\times20^2/4=314.16\ \mathrm{nm}^2$, so

$$R_b=\frac{3000\times2}{314.16}\ \Omega=19.1\ \Omega .$$

This answers the first question: leaving the barrier off the via bottom removes a series term of about 19 Ω.

**Net change of the via.** The same current crosses each layer, so the voltages add. With the barrier, metal occupies the remaining depth $H-t$:

$$R_{\rm with}=\frac{\rho_m(H-t)+\rho_b t}{A}.$$

Without it, metal occupies the whole depth:

$$R_{\rm without}=\frac{\rho_m H}{A}.$$

Subtracting, the terms in $H$ cancel:

$$\Delta R=\frac{\rho_mH-\rho_mt+\rho_bt-\rho_mH}{A}=\frac{(\rho_b-\rho_m)t}{A}.$$

With $\rho_m=100\ \Omega\,$nm,

$$R_{\rm with}=\frac{100\times38+3000\times2}{314.16}\ \Omega=31.2\ \Omega,$$

$$R_{\rm without}=\frac{100\times40}{314.16}\ \Omega=12.7\ \Omega .$$

The net drop is $18.5\ \Omega$. It is smaller than the barrier term by the $0.64\ \Omega$ of the metal that fills the freed 2 nm. The gain tends to $R_b$ when $\rho_m\ll\rho_b$, and vanishes when the two resistivities are equal. A numerical solution of the potential equation on a grid, which does not assume uniform current, gives the same two via resistances.

## Comparison

The ratio of the exact barrier term to the estimate is

$$\frac{4\rho_bt/(\pi d^2)}{\rho_bt/d^2}=\frac4\pi\approx1.27 .$$

The estimate used the area of a square of side $d$, whereas the current passes through the disc inscribed in that square. The disc is smaller, so its resistance is higher. The estimate of 15 Ω is thus about 21% below the exact result, relative to the latter. Both expressions scale in the same way: in the straight column, at fixed film thickness, halving the diameter multiplies the barrier term by four.

## When the barrier stays on the walls

Let the plug have radius $a$ and the etched hole radius $b=a+t$. The barrier lines the walls and, before selective omission, covers the whole bottom of the hole. The given 20 nm can now refer to the diameter of either the hole or the plug.

Two bounds follow without solving for the potential. Treat the metals as perfect conductors, with voltage $V$ between plug and line. The dissipated power $P$ satisfies $P=IV=I^2R=V^2/R$, and all of it is released in the barrier material.

*Lower bound.* The whole current $I$ crosses every horizontal section of the bottom film, whose area is $\pi b^2$. With $J_d$ the downward component of the current density, the Cauchy–Schwarz inequality gives

$$I^2=\left(\int J_d\,dA\right)^2\le\pi b^2\int J_d^2\,dA .$$

The power released in the bottom film is at least $\int_0^t dz\int\rho_bJ_d^2\,dA$, because the other components of the current can only add to it. The wall liner also contributes a non-negative amount. Therefore

$$I^2R\ge\rho_b t\,\frac{I^2}{\pi b^2},\qquad R\ge\frac{\rho_bt}{\pi b^2}.$$

*Upper bound.* Now consider the part of the film directly below the plug, $r<a$. On every vertical line through it the potential rises by $V$, so

$$V^2=\left(\int_0^t\frac{\partial\phi}{\partial z}dz\right)^2\le t\int_0^t\left(\frac{\partial\phi}{\partial z}\right)^2dz .$$

Integrating over the area $\pi a^2$ and dividing by $\rho_bt$ gives a lower limit on the power:

$$\frac{V^2}{R}\ge\frac{\pi a^2V^2}{\rho_bt},\qquad R\le\frac{\rho_bt}{\pi a^2}.$$

A numerical field solution places the resistance between these bounds. In it the line is a metal disc of radius 24 nm and depth 20 nm, with its outer rim grounded. The barrier alone is computed with metal of negligible resistivity. The net drop is computed with $\rho_m=10\ \mu\Omega\,$cm, and the wall liner is kept in place both before and after the bottom film is omitted.

| Quantity | 20 nm hole | 20 nm plug |
|---|---:|---:|
| Lower bound | 19.1 Ω | 13.3 Ω |
| Barrier alone | 21.4 Ω | 14.6 Ω |
| Upper bound | 29.8 Ω | 19.1 Ω |
| Net drop | 19.9 Ω | 13.7 Ω |

Halving the grid spacing changes the barrier-alone values by about 0.2%, relative to the finer grid. The tabulated net drops come from the coarser grid and are slightly high. On finer grids they settle near 19.85 Ω and 13.6 Ω.

In both cases the resistance lies nearer the lower bound. The effective area shows what this means. For the 20 nm hole, $\rho_bt/R=6000/21.4\approx280\ \mathrm{nm}^2$, compared with $201\ \mathrm{nm}^2$ for the plug and $314\ \mathrm{nm}^2$ for the hole. Much of the film beneath the wall liner therefore helps to carry current.

The answer of about 19 Ω belongs to uniform flow through a 20 nm disc. If 20 nm is the diameter of a lined hole, the net drop happens to stay close to it. If 20 nm is the plug diameter and the film extends beneath the liner, the drop is nearer 14 Ω.

## Real vias and the limits of the model

The parameters are rough values in the regime of a thin tantalum nitride barrier in a narrow copper via. The barrier's task is to keep copper out of the surrounding dielectric, so the walls must remain covered even when the bottom is left bare. The resistivity of tantalum nitride depends strongly on how it is deposited and can be well above the value used here. Since $R_b$ is proportional to $\rho_b$, the resistivity should be that of the 2 nm film itself, for current flowing across it, and not that of a thick film. A value measured along the thin film can be higher, because scattering at its surfaces then adds to the resistance.

**Interfaces.** The neglected interface resistance can be a sizeable correction. A rough specific resistance of $10^{-11}\ \Omega\,\mathrm{cm}^2$, divided by the disc area of $3.14\times10^{-12}\ \mathrm{cm}^2$, gives 3.2 Ω per interface. The barrier has two, which together add 6.4 Ω. If the direct metal contact that replaces them has negligible resistance, the net drop in the straight column rises from 18.5 Ω to about 25 Ω.

**Residue.** A layer left on the bare bottom works the other way. If its specific resistance is $c$, it adds $c/A$. This cancels the net gain of the straight column when

$$\frac cA=\frac{(\rho_b-\rho_m)t}{A},\qquad c=(\rho_b-\rho_m)t .$$

Here $c=2900\times2\ \Omega\,\mathrm{nm}^2=5.8\times10^{-11}\ \Omega\,\mathrm{cm}^2$, because $1\ \mathrm{nm}^2=10^{-14}\ \mathrm{cm}^2$. In the straight column, omitting the barrier lowers the resistance only if the residue stays below this value, with the interface terms again left out. In a lined via the threshold depends on where the residue lies. If it covers the whole bottom of the hole, including under the liner, the threshold stays within about 5% of this value. If it lies only under the plug, current can bypass it through the wall liner. The threshold then rises, by a factor of about 1.5 for a residue 0.5 nm thick and by more for a thinner one.

**Dimensions.** Diameters of 19 and 21 nm give barrier terms of 21.2 and 17.3 Ω. Thicknesses of 1.8 and 2.2 nm give 17.2 and 21.0 Ω. An error of 1 nm in diameter or 0.2 nm in thickness thus moves the result by about 10%.

**Temperature.** With a rough temperature coefficient of magnitude $2\times10^{-4}$ per K, heating by 80 K changes the barrier term by $19.1\times2\times10^{-4}\times80\approx0.3\ \Omega$. The sign is that of the coefficient.

**Local Ohm's law.** This law is justified when the electron mean free path $\lambda$ is short compared with the film thickness. In the free-electron model a field $E$ gives electrons a drift speed $eE\tau/m$, where $\tau$ is the collision time. The current density is $ne$ times this speed, so $1/\rho_b=ne^2\tau/m$. With $\lambda=v_F\tau$ and $mv_F=\hbar k_F$,

$$\lambda=\frac{mv_F}{ne^2\rho_b}=\frac{\hbar k_F}{ne^2\rho_b}.$$

Counting two spin states per allowed wave vector inside the Fermi sphere gives

$$n=\frac{2}{(2\pi)^3}\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2},\qquad k_F=(3\pi^2n)^{1/3}.$$

A rough carrier density of $5\times10^{22}\ \mathrm{cm}^{-3}$ yields $\lambda\approx0.3$ nm, about one sixth of the film thickness. This length is comparable with an atomic spacing ($k_F\lambda\approx3.6$), close to where the free-electron picture itself fails, so it is only a rough estimate. At that density the local law is a reasonable first approximation in the barrier, though electrons entering and leaving the film can add a correction of relative order $\lambda/t$. The value of $\lambda$ depends on the density, however, since $\lambda\propto n^{-2/3}$ at fixed resistivity: with ten times fewer carriers $\lambda$ would be about 1.4 nm, comparable with the film thickness. The local law is less secure still in copper, whose mean free path at room temperature is roughly 40 nm, longer than the via is wide. There $\rho_m$ is an effective value for the narrow plug, and the net drops computed with a lined wall and a spreading line current are estimates. Doubling $\rho_m$ in both plug and line lowers them by 6–7%.

## Computed values

```
via bottom diameter: 20 nm
barrier thickness: 2 nm
barrier resistivity: 300 microohm cm
barrier resistivity, converted: 3000 ohm nm
metal resistivity (rough): 10 microohm cm
via depth: 40 nm
disc area: 314.16 nm^2
barrier resistance, formula: 19.10 ohm
barrier resistance, field solution: 19.10 ohm
metal filling the freed 2 nm: 0.64 ohm
net drop, formula: 18.46 ohm
via with barrier, field solution: 31.19 ohm
via without barrier, field solution: 12.73 ohm
lower line: radius 24 nm, depth 20 nm
[20 nm hole, 16 nm plug] lower bound: 19.10 ohm
[20 nm hole, 16 nm plug] barrier alone, field: 21.40 ohm
[20 nm hole, 16 nm plug] upper bound: 29.84 ohm
[20 nm hole, 16 nm plug] net drop, real metal: 19.9 ohm
[20 nm hole, 16 nm plug] change on halving grid: 0.25 %
[20 nm plug, 24 nm hole] lower bound: 13.26 ohm
[20 nm plug, 24 nm hole] barrier alone, field: 14.58 ohm
[20 nm plug, 24 nm hole] upper bound: 19.10 ohm
[20 nm plug, 24 nm hole] net drop, real metal: 13.7 ohm
[20 nm plug, 24 nm hole] change on halving grid: 0.21 %
interface specific resistance (rough): 1e-11 ohm cm^2
resistance per interface: 3.2 ohm
resistance of two interfaces: 6.4 ohm
temperature coefficient, size (rough): 2e-04 per K
temperature rise: 80 K
size of barrier change on heating: 0.31 ohm
barrier resistance at diameter 19 nm: 21.16 ohm
barrier resistance at diameter 21 nm: 17.32 ohm
barrier resistance at thickness 1.8 nm: 17.19 ohm
barrier resistance at thickness 2.2 nm: 21.01 ohm
carrier density in barrier (rough): 5e+22 cm^-3
mean free path in barrier: 0.31 nm
break-even residue: 5.80e-11 ohm cm^2
```
